\section*{Charge staircase of a square-lattice band at fixed chemical potential}

\section*{Problem}

A constant-potential calculation fixes the chemical potential $\mu$ of an electrode and lets the number of electrons adjust. Consider the simplest metallic layer, one orbital per site of a square lattice with nearest-neighbour hopping $t>0$:
\begin{equation}
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y),\qquad
\mathbf k=\frac{2\pi}{N}(i,j),\quad i,j=0,\dots,N-1 .
\label{band}
\end{equation}
Here $k_x,k_y$ are in units of the inverse lattice constant and $N\ge3$. The mesh contains $\Gamma=(0,0)$. Each $\mathbf k$ holds two electrons, one per spin. The band is rigid: its energies do not respond to the charge. Energies and $\mu$ are measured from the band centre, and $T=0$ unless stated otherwise. Let $n(\mu)$ be the number of electrons per cell.

\begin{enumerate}
\item[(a)] Show that $n(\mu)$ is a staircase, and find the jump at a level shared by $g$ mesh points.
\item[(b)] A star is a set of mesh points related by the symmetry of the square. Show that a generic star gives a jump of $16/N^2$, and state the condition for this.
\item[(c)] Can two different stars share an energy? Settle the question for $N$ a power of a prime, then examine the stars $(0,4)$ and $(2,3)$ at $N=12$.
\item[(d)] Find the jump at $\varepsilon=0$ and the error it causes in the charge.
\item[(e)] Take $N=16$, $t=0.5$ eV and lattice constant $a_0=0.30$ nm. Find the jump at the star $(2,3)$ in electrons per cell and in $\mu$C/cm$^2$, and the gaps to the neighbouring levels.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Minimise the grand potential separately for each occupation.
\item[(b)] Change the signs of $i$ and $j$ and exchange them. Ask when two of the eight images coincide modulo $N$.
\item[(c)] Write twice each cosine as a sum of two powers of $\zeta=e^{2\pi i/N}$. An equality of energies is then a polynomial with integer coefficients that vanishes at $\zeta$.
\item[(d)] Solve $\cos k_y=-\cos k_x$ and count. Then shift the mesh by $(\pi,\pi)$.
\item[(e)] List the levels from the bottom of the band and add up their points.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The staircase}

With occupations $0\le f_{\mathbf k}\le1$ per spin, the grand potential per cell at $T=0$ is
\begin{equation}
\Omega=\frac{2}{N^2}\sum_{\mathbf k}(\varepsilon_{\mathbf k}-\mu)f_{\mathbf k}.
\end{equation}
Each term is linear in its own $f_{\mathbf k}$. The minimum therefore has $f_{\mathbf k}=1$ where $\varepsilon_{\mathbf k}<\mu$ and $f_{\mathbf k}=0$ where $\varepsilon_{\mathbf k}>\mu$, so that
\begin{equation}
n(\mu)=\frac{2}{N^2}\,\#\{\mathbf k:\varepsilon_{\mathbf k}<\mu\}
\end{equation}
whenever $\mu$ is not at a level. Between levels the count is constant. When $\mu$ passes a level with $g$ mesh points, the count rises by $g$:
\begin{equation}
\Delta n=\frac{2g}{N^2}.
\label{jump}
\end{equation}
With $\mu$ at the level, $\Omega$ does not depend on the occupations of these $g$ points. Any filling within the jump is then equally good, and fixing $\mu$ does not fix the charge.

\subsection*{(b) The generic star}

The energy is unchanged under $i\to-i$, $j\to-j$ and $i\leftrightarrow j$, with indices taken modulo $N$. Every star thus has a representative $(a,b)$ with $0\le a\le b\le N/2$, and its points are $(\pm a,\pm b)$ and $(\pm b,\pm a)$.

Let $0<a<b<N/2$. Then $a\not\equiv-a$ and $b\not\equiv-b$, because $0<2a,2b<N$. Also $a\not\equiv b$, and $a\not\equiv-b$ because $0<a+b<N$. All eight images are distinct, so $g=8$ and
\begin{equation}
\Delta n=\frac{2\times8}{N^2}=\frac{16}{N^2},
\label{generic}
\end{equation}
provided that no other star has the same energy. If another one does, its points enter $g$ as well.

The remaining stars are smaller. Those of type $(a,a)$, $(0,a)$ and $(a,N/2)$, with $0<a<N/2$, have four points. The star $(0,N/2)$ has two, and $(0,0)$ and $(N/2,N/2)$ have one each. Entries with $N/2$ exist for even $N$ only.

\subsection*{(c) When do different stars share an energy?}

Suppose that $(a,b)$ and $(c,d)$ have equal energy. Since $2\cos(2\pi a/N)=\zeta^a+\zeta^{-a}$, this means
\begin{equation}
\zeta^a+\zeta^{-a}+\zeta^b+\zeta^{-b}
=\zeta^c+\zeta^{-c}+\zeta^d+\zeta^{-d}.
\end{equation}
Let $A_j$ count how often $j$ (modulo $N$) occurs in the list $\pm a,\pm b$, let $C_j$ do the same for $\pm c,\pm d$, and set $D_j=A_j-C_j$. The condition becomes $\sum_{j=0}^{N-1}D_j\zeta^j=0$.

\paragraph{A lemma for $N=p^r$, $p$ prime.} Put $q=N/p$ and
\begin{equation}
F(x)=1+x^q+x^{2q}+\dots+x^{(p-1)q}=\frac{x^N-1}{x^q-1}.
\end{equation}
Then $F(\zeta)=0$, because $\zeta^N=1$ and $\zeta^q\ne1$. This $F$ cannot be factorised over the rationals. To see this, set $x=y+1$. Since $N$ and $q$ are powers of $p$, modulo $p$ we have $x^N-1=y^N$ and $x^q-1=y^q$, hence $F=y^{N-q}$. All coefficients except the leading one are thus divisible by $p$, while the constant term is $F(1)=p$, which is not divisible by $p^2$. This is Eisenstein's criterion for irreducibility.

Every rational polynomial that vanishes at $\zeta$ is therefore a multiple of $F$. In particular $\sum_jD_jx^j=Q(x)F(x)$. The left side has degree at most $N-1$ and $F$ has degree $N-q$, so $Q$ has degree at most $q-1$. Multiplication by $F$ then writes the coefficients of $Q$ down $p$ times, one block after another without overlap:
\begin{equation}
D_{j+q}=D_j .
\label{period}
\end{equation}

\paragraph{Odd $p$.} Let $W$ be the sum of the positive $D_j$. Three facts fix it.
\begin{itemize}
\item $W\le4$, since the first list has four entries.
\item $W$ is a multiple of $p$, since by (\ref{period}) equal values come in sets of $p$.
\item $W$ is even. Indeed $D_j=D_{-j}$ pairs all indices except $j=0$, and $D_0$ is even because a zero index enters its list twice.
\end{itemize}
So $W$ is a multiple of $2p\ge6$ and at most 4, which leaves $W=0$. As $\sum_jD_j=4-4=0$, the negative part vanishes too. The two lists agree, and the stars are the same. For $N$ a power of an odd prime, every generic star gives the jump (\ref{generic}).

\paragraph{$p=2$.} Write $M=N/2=q$. Equation (\ref{period}) reads $A_j-C_j=A_{j+M}-C_{j+M}$, or
\begin{equation}
A_j+C_{j+M}=A_{j+M}+C_j .
\end{equation}
The left side counts $j$ in the combined list $\pm a,\pm b,M\pm c,M\pm d$, and the right side counts $j+M$ in the same list. The list is thus unchanged by a shift of $M$. Identify $x$ with $-x$, so that each index lies between 0 and $M$. The list becomes $S=\{a,b,M-c,M-d\}$ and the shift becomes $x\to M-x$. Hence $S$ is unchanged by this reflection.

The member $a$ must have a partner in $S$ equal to $M-a$. For $a\ne M/2$ this is immediate. For $a=M/2$, the members different from $M/2$ pair among themselves, so an even number of the four equal $M/2$, and $a$ again has a partner. There are two possibilities.
\begin{itemize}
\item The partner is $b$. Then $b=M-a$, so $\cos(2\pi b/N)=-\cos(2\pi a/N)$ and the energy is zero.
\item The partner is $M-c$ (or $M-d$, with the names exchanged). Then $c=a$, equality of energies gives $d=b$, and the stars are the same.
\end{itemize}
For $N$ a power of two, different stars can meet at zero energy and nowhere else.

\paragraph{$N=12$.} Here one index step is $30^\circ$, and
\begin{equation}
\cos0^\circ+\cos120^\circ=\tfrac12=\cos60^\circ+\cos90^\circ .
\end{equation}
The fourfold star $(0,4)$ and the eightfold star $(2,3)$ both lie at $\varepsilon=-t$. Together they have 12 points, and the jump is $24/N^2$ instead of $16/N^2$. The same angles occur on every mesh with $N$ a multiple of 12, so the proviso in (b) is needed. A numerical comparison of all star energies for $3\le N\le90$ finds mergers away from $\varepsilon=0$ for $N=12,24,30,36,42,48,60,72,84,90$ and for no other $N$ in this range.

\subsection*{(d) The jump at the band centre}

Zero energy requires $\cos k_y=-\cos k_x$, that is $k_y=\pm(\pi-k_x)$ modulo $2\pi$. For odd $N$ this would need $i\pm j=N/2$ modulo $N$ with integers $i,j$, which is impossible, so there is no level at zero. For even $N$, each of the $N$ values of $k_x$ gives two values of $k_y$, except $k_x=0$ and $k_x=\pi$, which give one each. Hence
\begin{equation}
g_0=2(N-2)+2=2N-2,\qquad \Delta n_0=\frac{4(N-1)}{N^2}.
\label{zero}
\end{equation}

The shift $\mathbf k\to\mathbf k+(\pi,\pi)$ maps an even mesh onto itself and reverses the sign of $\varepsilon$. There are thus as many states below zero as above it, and the fillings just below and just above $\mu=0$ add up to 2:
\begin{equation}
n(0^\pm)=1\pm\frac{2(N-1)}{N^2}.
\end{equation}
On an infinitely fine mesh the same symmetry gives $n(0)=1$. Just beside $\mu=0$ the charge error is therefore $2(N-1)/N^2\approx2/N$. It falls as $1/N$, although a generic jump falls as $1/N^2$. The cause is that the line $k_x+k_y=\pi$ and its images are straight contours of constant energy that run through a whole row of mesh points. An odd mesh has no level at zero, but its rows still run parallel to these lines. Numerically, its largest error within $0.6t$ of the band centre is 0.069, 0.034 and 0.016 for $N=17$, 33 and 65: about half as large, and still falling as $1/N$.

\subsection*{(e) Numbers for $N=16$}

One index step is $22.5^\circ$, so the star $(2,3)$ has
\begin{equation}
\varepsilon=-2(0.5\ \mathrm{eV})(\cos45^\circ+\cos67.5^\circ)=-1.0898\ \mathrm{eV}.
\end{equation}
The lowest levels are as follows.
\begin{center}
\begin{tabular}{crrc}
star & $\varepsilon$ (eV) & $g$ & $n$ above the level\\
$(0,0)$ & $-2.0000$ & 1 & 0.0078\\
$(0,1)$ & $-1.9239$ & 4 & 0.0391\\
$(1,1)$ & $-1.8478$ & 4 & 0.0703\\
$(0,2)$ & $-1.7071$ & 4 & 0.1016\\
$(1,2)$ & $-1.6310$ & 8 & 0.1641\\
$(2,2)$ & $-1.4142$ & 4 & 0.1953\\
$(0,3)$ & $-1.3827$ & 4 & 0.2266\\
$(1,3)$ & $-1.3066$ & 8 & 0.2891\\
$(2,3)$ & $-1.0898$ & 8 & 0.3516\\
$(0,4)$ & $-1.0000$ & 4 & 0.3828
\end{tabular}
\end{center}
Below the star $(2,3)$ there are 37 points, so $n=74/256=0.2891$. Above it there are 45, so $n=90/256=0.3516$. The jump is $16/256=0.0625$ electrons per cell. The gap to the level below is 0.2168 eV, and to the level above 0.0898 eV.

One electron per cell corresponds to $e/a_0^2=178.0\ \mu$C/cm$^2$, so the surface charge changes by
\begin{equation}
|\Delta\sigma|=0.0625\times178.0\ \mu\mathrm{C/cm^2}=11.1\ \mu\mathrm{C/cm^2}.
\end{equation}
It becomes more negative as $\mu$ rises.

For comparison, consider the infinitely fine mesh. At given $k_x$ the occupied states satisfy $\cos k_y>-\mu/2t-\cos k_x$, hence
\begin{equation}
n_\infty(\mu)=\frac{2}{\pi^2}\int_0^\pi\! dk_x\,
\arccos\!\left(-\frac{\mu}{2t}-\cos k_x\right),
\end{equation}
where an argument beyond $\pm1$ is replaced by $\pm1$. Numerical integration at $\mu=-1.0898$ eV gives 0.331, which lies between the fillings 0.289 and 0.352 on the two sides of the jump.

At the band centre (\ref{zero}) gives a jump of $60/256=0.234$, almost four times the generic one. The error relative to $n_\infty$ just beside $\mu=0$ is 0.117 electrons per cell, or about $21\ \mu$C/cm$^2$. For $N=32$ and 64 it is 0.061 and 0.031, while the generic jump drops to 0.0156 and 0.0039. When both sides of every level are compared with $n_\infty$, the error at the centre is the largest one on each of these three meshes. The size of a generic jump is thus a poor guide to the mesh error near half filling. It is no bound elsewhere either: for $0.6<|\mu|<1.6$ eV the largest error is 0.046, 0.019 and 0.008 on these meshes, or 0.7, 1.2 and 2.0 times the generic jump, so it too falls more slowly than $1/N^2$.

\section*{Variation 1: finite temperature}

\emph{How wide is a riser at temperature $T$, and is the step at $(2,3)$ resolved at 300 K?}

If the other levels are many $k_BT$ away, only the occupation of this star changes:
\begin{equation}
n(\mu)=n_-+\frac{\Delta n}{1+e^{-(\mu-\varepsilon)/k_BT}},
\end{equation}
with $n_-$ the filling below the jump. A fraction $f$ of the rise is reached at $\mu-\varepsilon=k_BT\ln[f/(1-f)]$. For $f=0.1$ and $0.9$ this is $\mp k_BT\ln9$, so the 10--90\,\% width is
\begin{equation}
w=2\ln9\;k_BT\approx4.39\,k_BT .
\end{equation}
At 30 K, $w=11.4$ meV, well below both gaps, and the step is sharp. At 300 K, $k_BT=25.85$ meV and $w=114$ meV. This exceeds the upper gap of 90 meV, so the risers at $(2,3)$ and $(0,4)$ run into each other. The isolated-level formula still follows the lower half of the riser, but it falls short towards the upper level: at $\mu=-1.0$ eV it gives $n=0.35$, while the sum over all levels gives 0.37. As $T\to0$ the vertical riser returns.

\section*{Variation 2: an electrode behind a double layer}

\emph{The potential is now applied across the layer and a series capacitance $C$ per area. What becomes of the jumps for $C=20\ \mu$F/cm$^2$ at $T=0$?}

Let $n_0$ be the neutral filling. The capacitor carries the charge $-e(n-n_0)/a_0^2$ per area, and its energy per cell is
\begin{equation}
a_0^2\,\frac{1}{2C}\left[\frac{e(n-n_0)}{a_0^2}\right]^2=\frac u2(n-n_0)^2,
\qquad u=\frac{e^2}{Ca_0^2}.
\end{equation}
The controlled quantity is the total electrochemical potential $\Phi$, which rises by $e$ times any lowering of the electrode potential. The filling minimises
\begin{equation}
G(n)=E_{\mathrm{band}}(n)+\frac u2(n-n_0)^2-\Phi n .
\end{equation}
While a level $\varepsilon_s$ fills from $n_-$ to $n_+$, $E_{\mathrm{band}}$ is linear in $n$ with slope $\varepsilon_s$. Setting $dG/dn=0$ gives
\begin{equation}
\Phi=\varepsilon_s+u(n-n_0),\qquad n_-<n<n_+ .
\end{equation}
The vertical riser has become a ramp of width $u\,\Delta n$. At $n=n_+$ the slope of $E_{\mathrm{band}}$ jumps from $\varepsilon_s$ to $\varepsilon_{s+1}$. The minimum stays there while $\Phi$ grows by $\varepsilon_{s+1}-\varepsilon_s$, so each plateau keeps the width of its gap. The limit $C\to\infty$ restores the vertical jumps.

With the numbers above,
\begin{equation}
u=\frac{178.0\ \mu\mathrm{C/cm^2}}{20\ \mu\mathrm{F/cm^2}}\,e=8.90\ \mathrm{eV},
\qquad u\,\Delta n=8.90\times0.0625\ \mathrm{eV}=0.556\ \mathrm{eV}.
\end{equation}
The ramp is wider than either neighbouring plateau (0.217 and 0.090 eV). The jump of $16/N^2$ thus belongs to a fixed $\mu$ relative to the band. With finite capacitance the charge is a continuous function of the electrode potential, and at $T=0$ the mesh shows up as alternating ramps and plateaus. At 300 K the narrow plateau above $(2,3)$ is almost gone: with $\mu$ in the middle of the gap $dn/d\Phi$ is 0.091 per eV, against 0.096 per eV halfway up the ramp. Both values lie close to the upper limit $1/u=0.112$ per eV set by the capacitor alone.

\paragraph{Relation to real electrodes.} A lattice constant near 0.3 nm and a double-layer capacitance of some tens of $\mu$F/cm$^2$ are roughly those of a metal electrode in an aqueous electrolyte. The band is narrow by comparison: its full width is $8t=4$ eV, while a free-electron estimate gives 5.5 to 7 eV for the occupied part alone in copper, silver and gold. The step at $(2,3)$ is also within reach only if the neutral filling $n_0$ lies close to it. Starting from half filling, the double layer would have to take up about 6 V, far more than an aqueous electrolyte withstands. The staircase itself is a product of the coarse mesh, since an extended electrode has practically continuous $\mathbf k$. Of the two effects worked out in the variations, the double layer is the larger for the step at $(2,3)$: at $T=0$ it gives the riser a 10--90\,\% width of 0.45 eV in $\Phi$, against a thermal 10--90\,\% width of about 0.1 eV in $\mu$ at 300 K. A real metal surface also has several bands, and its capacitance varies with potential. Both would change the positions and widths found here, by amounts that this model does not give.
